# Residual resistivity of a monovalent metal at the s-wave unitarity limit

**Question.** A monovalent metal contains a small fraction $c$ of impurity atoms. Each impurity scatters conduction electrons in the s wave alone, as strongly as conservation of flux permits. How large is the residual resistivity, how does it scale with the concentration and with the properties of the metal, and what value does this give for copper with one atomic percent of impurities?

**Answer.** The estimate needs three quantities: the number of electrons, the cross section of one impurity, and the relation between scattering and current. In what follows $c$ is a concentration, not the speed of light, and electromagnetic quantities are in SI units.

## The model

The Fermi surface is a sphere of radius $k_F$, and the electrons have an isotropic effective mass $m$, so that their speed there is $v_F=\hbar k_F/m$. The impurities are static, identical and randomly placed. They scatter elastically and do not flip spins. The temperature is low enough that phonons do not matter and that the phase shifts are constant over the thermal spread of energies at the Fermi level.

Each plane-wave state occupies a volume $(2\pi)^3$ in wave-vector space per unit volume of metal, and holds two spins. The electron density is therefore

$$
n=\frac{2}{(2\pi)^3}\,\frac{4\pi k_F^3}{3}=\frac{k_F^3}{3\pi^2}. \tag{1}
$$

With one electron per atom, $n$ is also the density of atoms, and the impurity density is $n_i=cn$. An impurity may bring a different number of electrons than the atom it replaces. This changes $n$ by a relative amount of order $c$, and hence the resistivity at order $c^2$, which is neglected.

## The strongest s-wave scattering

Far from an impurity, an incident plane wave of wave number $k$ can be split into incoming and outgoing spherical waves. From $e^{ikz}=\sum_l(2l+1)i^l j_l(kr)P_l(\cos\theta)$ and $j_l(kr)\to\sin(kr-l\pi/2)/(kr)$,

$$
e^{ikz}\to\sum_l\frac{(2l+1)P_l(\cos\theta)}{2ikr}\left[e^{ikr}-(-1)^l e^{-ikr}\right].
$$

A spherically symmetric impurity can change only the outgoing part, which it multiplies by a factor $S_l$ in each partial wave. No electrons are absorbed, so the outgoing flux equals the incoming flux for each $l$. Hence $|S_l|=1$, and $S_l=e^{2i\delta_l}$ with a real phase shift $\delta_l$. The extra outgoing wave is $f(\theta)e^{ikr}/r$, with

$$
f(\theta)=\sum_l(2l+1)\frac{e^{2i\delta_l}-1}{2ik}P_l(\cos\theta)
=\frac1k\sum_l(2l+1)e^{i\delta_l}\sin\delta_l\,P_l(\cos\theta). \tag{2}
$$

The s-wave term has magnitude $|\sin\delta_0|/k$. It cannot exceed $1/k$, and it reaches this value at $\delta_0=\pi/2$. This is the unitarity limit. The strength of the potential has dropped out: the wavelength sets the largest amplitude.

A square well of radius $R$ shows how the limit is reached. With wave number $K$ inside, $r$ times the s wave is proportional to $\sin Kr$ inside and to $\sin(kr+\delta_0)$ outside. Equal logarithmic derivatives at $R$ require $K\cot KR=k\cot(kR+\delta_0)$. Setting $\delta_0=\pi/2$ and multiplying by $R$ gives

$$
KR\cot KR=-kR\tan kR .
$$

For $kR=0.3$ the shallowest solution is $KR=1.628$. When the well is deepened over the range $0.4<KR<2.5$, the computed transport cross section rises to its maximum at this depth and then falls. Within this range, past the resonance, a stronger attraction gives less resistance. The fall does not continue indefinitely. Near $KR=\pi$ a p-wave resonance makes the transport cross section rise again. The condition above also has a further solution on each higher branch of the cotangent, so still deeper wells reach s-wave unitarity again, the next time at $KR\approx4.73$.

## From scattering to resistivity

Let an electric field $E$ point along $z$. The electron charge is $-e$, so $\hbar\,dk_z/dt=-eE$. Write the occupation of a state as

$$
F=F_0(\varepsilon)+eE\,\Lambda\,\frac{dF_0}{d\varepsilon},
$$

where $F_0$ is the Fermi function and $\Lambda$ is an unknown length that depends on the direction of motion. In a steady state the drift of the occupation in wave-vector space balances the collisions. To first order in $E$ the drift term is

$$
-\frac{eE}{\hbar}\frac{\partial F_0}{\partial k_z}=-eE\,v_z\frac{dF_0}{d\varepsilon}.
$$

An electron of speed $v_F$ moving among independent scatterers of density $n_i$ is deflected into the solid angle $d\Omega'$ at the rate $n_iv_F|f|^2d\Omega'$. The rate is the same for the reverse process, because $|f|^2$ depends only on the angle between the two directions. The Pauli factors then cancel, since $F'(1-F)-F(1-F')=F'-F$, and the collision term is $n_iv_F\int d\Omega'|f|^2(F'-F)$. Elastic collisions preserve the energy, so $F_0$ cancels in the difference. Dividing the balance by $-eE\,dF_0/d\varepsilon$ leaves

$$
v_z=n_iv_F\int d\Omega'\,|f(\theta)|^2(\Lambda-\Lambda'). \tag{3}
$$

Try $\Lambda=\tau v_z$. Split the new velocity into a part $\mathbf v\cos\theta$ along the old one and a part perpendicular to it. The perpendicular part vanishes on integration over the azimuth, because $|f|^2$ does not depend on the azimuth. Thus $v_z'$ may be replaced by $v_z\cos\theta$, and (3) is satisfied if

$$
\frac1\tau=n_iv_F\sigma_{\rm tr},\qquad
\sigma_{\rm tr}=\int d\Omega\,|f(\theta)|^2(1-\cos\theta). \tag{4}
$$

A constant could be added to $\Lambda$, but it carries no current. The factor $1-\cos\theta$ measures the loss of forward velocity: a deflection through a small angle hardly reduces the current.

The current density is $-e$ times the sum of $v_zF$ over occupied states. The equilibrium part gives zero, and the rest gives

$$
\frac1\rho=\frac{j}{E}=e^2\int\frac{2\,d^3k}{(2\pi)^3}\,v_z^2\tau\left(-\frac{dF_0}{d\varepsilon}\right).
$$

At low temperature the last factor is a delta function at the Fermi energy. The angular average of $v_z^2$ is $v_F^2/3$, and $dk=d\varepsilon/(\hbar v_F)$, so

$$
\frac1\rho=e^2\,\frac{2\cdot4\pi k_F^2}{8\pi^3}\,\frac{1}{\hbar v_F}\,\frac{v_F^2\tau}{3}
=\frac{e^2k_F^2\ell}{3\pi^2\hbar},\qquad \ell=v_F\tau=\frac{1}{n_i\sigma_{\rm tr}}. \tag{5}
$$

Here $\ell$ is the transport mean free path. The mass has cancelled: heavier electrons move more slowly, but they also meet impurities less often. Inverting (5) and using $n_i=ck_F^3/(3\pi^2)$,

$$
\rho=\frac{3\pi^2\hbar}{e^2k_F^2}\,n_i\sigma_{\rm tr}
=\frac{\hbar k_F}{e^2}\,c\,\sigma_{\rm tr}. \tag{6}
$$

For pure s-wave scattering $|f|^2=\sin^2\delta_0/k_F^2$ is the same in all directions. The average of $\cos\theta$ over the sphere is zero, and therefore $\sigma_{\rm tr}=4\pi\sin^2\delta_0/k_F^2$. At unitarity,

$$
\boxed{\rho=\frac{4\pi\hbar c}{e^2k_F}} \tag{7}
$$

This is the largest resistivity, at first order in $c$, that pure s-wave scatterers can produce in this model. A phase shift of $\pi/4$ gives half of it.

Both spins must be at unitarity. Each spin carries half the electrons, and the two currents add, so with phase shifts $\delta_\uparrow$ and $\delta_\downarrow$

$$
\frac{\rho}{\rho_{\rm unitary}}=\frac{2}{1/\sin^2\delta_\uparrow+1/\sin^2\delta_\downarrow}.
$$

If $\delta_\uparrow=\pi/2$ but $\delta_\downarrow$ tends to zero, the ratio tends to zero. The weakly scattered spin short-circuits the other.

## The size in copper

Treat copper as a free-electron metal with one electron per atom. The material input is the lattice constant, about 3.6 Å for copper. The calculation adopts $a=3.61$ Å as its model value, and the third figure in the numbers below only carries the arithmetic. The face-centred cubic cell holds four atoms, so

$$
n=\frac{4}{(3.61\times10^{-10}\ \text{m})^3}=8.50\times10^{28}\ \text{m}^{-3},
\qquad k_F=(3\pi^2n)^{1/3}=1.360\ \text{Å}^{-1}.
$$

The other ingredient of (7) is the resistance $\hbar/e^2=4108$ Ω. For $c=0.01$,

$$
\rho=\frac{4\pi\times0.01\times4108\ \Omega}{1.360\times10^{10}\ \text{m}^{-1}}
=3.8\times10^{-8}\ \Omega\,\text{m}=3.8\ \mu\Omega\,\text{cm}.
$$

The cross section behind this number is $4\pi/k_F^2=6.79$ Å$^2$. Compare it with the disc $\pi r_s^2$, where $r_s$ is the radius of the sphere that holds one electron, and here also one atom. From $n=3/(4\pi r_s^3)$ and (1), $k_Fr_s=(9\pi/4)^{1/3}$. The ratio of the areas is

$$
\frac{4\pi/k_F^2}{\pi r_s^2}=\frac{4}{(k_Fr_s)^2}=4\left(\frac{4}{9\pi}\right)^{2/3}=1.09 .
$$

For copper the disc has $r_s=1.41$ Å and an area of 6.25 Å$^2$. A unitary s-wave impurity thus presents a target about as large as one atom, and the ratio is the same for every monovalent metal in this model.

The impurity density is $8.50\times10^{26}$ m$^{-3}$, so the mean free path is

$$
\ell=\frac{1}{(8.50\times10^{26}\ \text{m}^{-3})(6.79\times10^{-20}\ \text{m}^2)}
=1.73\times10^{-8}\ \text{m}=173\ \text{Å}.
$$

With the free-electron mass, $v_F=1.57\times10^6$ m/s and $\tau=\ell/v_F=1.10\times10^{-14}$ s. With the phase shift held at $\pi/2$, another mass would change $v_F$ and $\tau$, but not $\ell$ or $\rho$. For a fixed impurity potential, the mass would also affect the phase shift, and through it the resistivity.

## How it scales, and where the scaling ends

The resistivity is proportional to $c$ and inversely proportional to $k_F$. The second dependence combines two opposing ones in (6): the unitary cross section falls as $k_F^{-2}$, while the prefactor at fixed $c$ grows as $k_F$. Since $k_F\propto n^{1/3}$, the result varies only as $n^{-1/3}$. For a monovalent face-centred cubic metal $k_F=(12\pi^2)^{1/3}/a$, so $\rho$ is proportional to the lattice constant, and an error of one percent in $a$ changes $\rho$ by one percent.

If each host atom supplied $Z$ electrons to a single spherical Fermi surface, $n_i/n$ would be $c/Z$ instead of $c$, and (7) would become $4\pi\hbar c/(Ze^2k_F)$.

The linear growth with $c$ requires well-separated collisions. Inserting $\sigma_{\rm tr}=4\pi/k_F^2$ and $n_i=ck_F^3/(3\pi^2)$ in $\ell$ gives

$$
k_F\ell=\frac{k_F^3}{4\pi n_i}=\frac{3\pi}{4c}. \tag{8}
$$

At one atomic percent this is 236, so an electron travels many wavelengths between collisions and the Boltzmann equation is justified. Extrapolated to $c$ of order one, (8) gives $k_F\ell$ of order two. The mean free path would then be shorter than the Fermi wavelength $2\pi/k_F$, so independent collisions can no longer be assumed, and (7) must not be used for concentrated alloys.

## When other partial waves scatter

A real impurity need not scatter s waves alone. To see what the others do, put $a_l=e^{i\delta_l}\sin\delta_l$ and $\mu=\cos\theta$, so that $kf=\sum_l(2l+1)a_lP_l(\mu)$. Orthogonality of the Legendre polynomials gives

$$
\int_{-1}^{1}|kf|^2d\mu=2\sum_l(2l+1)|a_l|^2 .
$$

The recurrence $(2l+1)\mu P_l=(l+1)P_{l+1}+lP_{l-1}$ shows that $\mu$ couples only neighbouring waves, with

$$
\int_{-1}^{1}\mu P_lP_{l+1}d\mu=\frac{2(l+1)}{(2l+1)(2l+3)} .
$$

Each pair of neighbours appears twice, as a term and its complex conjugate. Hence

$$
\int_{-1}^{1}\mu|kf|^2d\mu=4\sum_l(l+1)\,{\rm Re}(a_la_{l+1}^*).
$$

Since $\sigma_{\rm tr}=2\pi\int|f|^2(1-\mu)d\mu$, subtracting the two integrals gives

$$
\frac{k^2\sigma_{\rm tr}}{4\pi}=\sum_l(2l+1)|a_l|^2-2\sum_l(l+1)\,{\rm Re}(a_la_{l+1}^*).
$$

Split $2l+1$ into $(l+1)+l$ and shift the index in the second part. The first sum becomes $\sum_l(l+1)(|a_l|^2+|a_{l+1}|^2)$, and the whole expression is $\sum_l(l+1)|a_l-a_{l+1}|^2$. Because $a_l=(e^{2i\delta_l}-1)/(2i)$, we have $|a_l-a_{l+1}|^2=|e^{2i\delta_l}-e^{2i\delta_{l+1}}|^2/4=\sin^2(\delta_l-\delta_{l+1})$. Therefore

$$
\frac{k^2\sigma_{\rm tr}}{4\pi}=\sum_{l=0}^{\infty}(l+1)\sin^2(\delta_l-\delta_{l+1}). \tag{9}
$$

By (6), the right-hand side at $k=k_F$ is the resistivity in units of the s-wave limit (7). Three cases follow.

- If one wave $l$ has $\delta_l=\pi/2$ and all others vanish, the terms $l$ and $l-1$ add to $(l+1)+l=2l+1$. A p-wave resonance gives three times the s-wave value, or 11.4 µΩ cm per atomic percent in the copper model. A d-wave resonance gives five times, or 19.0 µΩ cm.
- If $\delta_0=\pi/2$ and only $\delta_1$ is added, the sum is $\cos^2\delta_1+2\sin^2\delta_1=1+\sin^2\delta_1$. The p wave then raises the resistivity whatever its sign. For $\delta_1=0.5$ rad the factor is 1.23.
- If only $\delta_1$ is present, the sum is $3\sin^2\delta_1$, which equals one at $\sin^2\delta_1=1/3$. A resistivity equal to (7) is therefore no proof of s-wave unitarity.

Within the model, a resistivity above 3.8 µΩ cm per atomic percent in copper requires partial waves beyond the s wave. The limit is a bound for one channel, not for impurities in general.

Among square wells tuned to the first s-wave resonance, the size of the well decides how good the s-wave assumption is. For the square well with $k_FR=0.3$, tuned to $\delta_0=\pi/2$, the p-wave phase shift is 0.002 rad and the resistivity exceeds (7) by only four parts in a million. For a tuned well with $k_FR=1.0$ the p-wave shift is 0.134 rad and the excess is 1.7 percent. The p wave alone would give $\sin^2(0.134)$, or 1.8 percent; the terms of (9) with $l\ge2$ phase shifts account for the difference. The total cross section of the same well exceeds $4\pi/k_F^2$ by 5.4 percent, so using it in place of $\sigma_{\rm tr}$ would overstate the correction. These wells are model scatterers, not descriptions of particular impurities in copper.

The numerical check obtains the transport cross sections of these wells from the mean force on the scatterer, and solves (3) on a grid of directions without assuming a relaxation time. Both agree with (9), and the pure s-wave solution reproduces (7) for two different masses.

## Values computed for the example and the checks

```
fcc lattice constant of copper (input): 3.61 angstrom
impurity fraction (input): 1.0 atomic percent
electron density n: 8.5023e+28 m^-3
impurity density n_i: 8.5023e+26 m^-3
Fermi wave number k_F: 1.3604 angstrom^-1
hbar/e^2: 4108.24 ohm
Fermi velocity, free-electron mass: 1.5749e+06 m/s
unitary cross section 4 pi/k_F^2: 6.791 angstrom^2
radius r_s of one-electron sphere: 1.411 angstrom
disc area pi r_s^2: 6.253 angstrom^2
cross section / disc area: 1.086
mean free path: 173.2 angstrom
k_F times mean free path: 235.6
scattering time, free-electron mass: 1.100e-14 s
resistivity, formula: 3.7950e-08 ohm m
resistivity, formula: 3.795 micro-ohm cm
resistivity, Boltzmann solve, mass m_e: 3.795 micro-ohm cm
resistivity, Boltzmann solve, mass 1.5 m_e: 3.795 micro-ohm cm
plane waves counted / predicted: 547954 / 548320
well k_F R = 0.3: inner phase K R = 1.6277 rad
  p-wave phase shift: 0.00203 rad
  k^2 sigma_tr/(4 pi) from force: 1.000004
  k^2 sigma_tr/(4 pi) from phase shifts: 1.000004
  k^2 sigma_total/(4 pi): 1.000012
  Boltzmann resistivity / s-wave formula: 1.000004
well k_F R = 1.0: inner phase K R = 2.1891 rad
  p-wave phase shift: 0.13442 rad
  k^2 sigma_tr/(4 pi) from force: 1.016581
  k^2 sigma_tr/(4 pi) from phase shifts: 1.016581
  k^2 sigma_total/(4 pi): 1.053918
  Boltzmann resistivity / s-wave formula: 1.016581
depth scan, k_F R = 0.3: peak at K R = 1.628 rad
  peak k^2 sigma_tr/(4 pi): 1.0000
resonance in l = 0 alone: 1.000 times s-wave value, 3.80 micro-ohm cm
resonance in l = 1 alone: 3.000 times s-wave value, 11.39 micro-ohm cm
resonance in l = 2 alone: 5.000 times s-wave value, 18.98 micro-ohm cm
s shift pi/2 with p shift 0.5 rad: 1.2298 times s-wave value
```
